# Esaki-Tsu drift velocity of a cosine miniband, derived two ways: test program

```python
"""Esaki-Tsu transport in a superlattice miniband.
Result under test: for E(k) = (Delta/2)(1-cos(k d)) and constant relaxation
time tau, v = (Delta d/2 hbar) C x/(1+x^2), x = omega tau, omega = e F d/hbar,
where C is the equilibrium mean of cos(k d). The maximum is at x = 1.
Delta: full miniband width, d: period, F: field magnitude.
Internal units: eV, nm, ps; theta = k d. Velocity 1 nm/ps = 1e5 cm/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import iv

hbar = const.hbar / const.e * 1e12
k_boltzmann = const.k / const.e

# Round model parameters.
well, barrier, height = 4.0, 3.0, 0.25
period = well + barrier
mass_ratio = 0.067
tau = 0.2
tau_elastic = 0.1
temperature, cold_temperature = 300.0, 77.0
density_cm3 = 1e16
relative_permittivity = 13.0
length_um = 1.0
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
kT = k_boltzmann * temperature

# Plane-wave Hamiltonian of the periodic square barriers.
orders = np.arange(-12, 13)
order_difference = orders[:, None] - orders[None, :]
potential = height * barrier / period * np.sinc(
    order_difference * barrier / period)


def hamiltonian(theta):
    theta = np.atleast_1d(theta)
    diagonal = kinetic * ((theta[:, None] + 2*np.pi*orders) / period)**2
    return potential + diagonal[:, :, None] * np.eye(len(orders))


# Ring of Bloch phases and central-difference derivative.
points = 360
theta_ring = 2 * np.pi * np.arange(points) / points
theta_wrapped = (theta_ring + np.pi) % (2 * np.pi) - np.pi
step = 2 * np.pi / points
identity = np.eye(points)
derivative = (np.roll(identity, 1, axis=1)
              - np.roll(identity, -1, axis=1)) / (2 * step)
reflection = identity[(-np.arange(points)) % points]

bands = np.linalg.eigvalsh(hamiltonian(theta_wrapped))
real_band = bands[:, 0] - bands[:, 0].min()
width = real_band.max()
gap = bands[:, 1].min() - bands[:, 0].max()
cosine_band = width / 2 * (1 - np.cos(theta_ring))

# Plane-wave energies against wave-function matching at the interfaces.
for index in (0, 50, 90, 130, 180):
    energy = bands[index, 0]
    q = np.sqrt(energy / kinetic)
    kappa = np.sqrt((height - energy) / kinetic)
    matching = (np.cos(q*well) * np.cosh(kappa*barrier)
                + (kappa**2 - q**2) / (2*q*kappa)
                * np.sin(q*well) * np.sinh(kappa*barrier))
    assert abs(matching - np.cos(theta_ring[index])) < 5e-3


def boltzmann_state(x, band, thermal_energy, elastic_ratio=0.0):
    """Stationary distribution on the ring; returns drift and mean energy."""
    equilibrium = np.exp(-band / thermal_energy)
    equilibrium /= equilibrium.sum()
    matrix = (x * derivative + identity
              + elastic_ratio * (identity - reflection) / 2)
    distribution = np.linalg.solve(matrix, equilibrium)
    velocity = period / hbar * (derivative @ band)
    return distribution @ velocity, distribution @ band


def numerical_peak(band, thermal_energy, elastic_ratio=0.0):
    search = minimize_scalar(
        lambda x: -boltzmann_state(x, band, thermal_energy, elastic_ratio)[0],
        bounds=(0.2, 5.0), method="bounded")
    return search.x, -search.fun


def thermal_factor(temp):
    argument = width / (2 * k_boltzmann * temp)
    return iv(1, argument) / iv(0, argument)


velocity_scale = width * period / (2 * hbar)


def drift_formula(x, factor):
    return velocity_scale * factor * x / (1 + x**2)


# Cold restart: average over exponentially distributed flight ages.
for x in (0.3, 1.0, 3.0):
    by_velocity = quad(lambda s: np.sin(x*s) * np.exp(-s), 0, 40,
                       limit=300)[0]
    by_acceleration = quad(lambda s: x * np.cos(x*s) * np.exp(-s), 0, 40,
                           limit=300)[0]
    expected = drift_formula(x, 1.0) / velocity_scale
    assert abs(by_velocity - expected) < 1e-7
    assert abs(by_acceleration - expected) < 1e-7

# Thermal factor, drift, energy gain and peak from the Boltzmann equation.
for temp in (temperature, cold_temperature):
    thermal = k_boltzmann * temp
    factor = thermal_factor(temp)
    weight = np.exp(-cosine_band / thermal)
    assert abs(weight @ np.cos(theta_ring) / weight.sum() - factor) < 1e-9
    energy_zero = weight @ cosine_band / weight.sum()
    for x in (0.25, 1.0, 4.0):
        drift, mean_energy = boltzmann_state(x, cosine_band, thermal)
        assert abs(drift / drift_formula(x, factor) - 1) < 1e-3
        gain = width / 2 * factor * x**2 / (1 + x**2)
        assert abs((mean_energy - energy_zero) / gain - 1) < 1e-3
    peak_x, peak_v = numerical_peak(cosine_band, thermal)
    assert abs(peak_x - 1) < 1e-3
    assert abs(peak_v / (factor * width * period / (4*hbar)) - 1) < 1e-3

factor = thermal_factor(temperature)
factor_cold = thermal_factor(cold_temperature)
peak_x, peak_v = numerical_peak(cosine_band, kT)
peak_field = hbar / (period * tau)
peak_velocity = drift_formula(1.0, factor)
mobility = width * period**2 * tau * factor / (2 * hbar**2)
small_x = 1e-3
small_field_slope = (boltzmann_state(small_x, cosine_band, kT)[0]
                     / (small_x * peak_field))
assert abs(small_field_slope / mobility - 1) < 1e-3

# Most negative slope of the numerically solved velocity-field curve.
x_grid = np.linspace(1.0, 3.0, 81)
delta_x = 1e-3
slopes = np.array([
    (boltzmann_state(x + delta_x, cosine_band, kT)[0]
     - boltzmann_state(x - delta_x, cosine_band, kT)[0])
    / (2 * delta_x * peak_field) for x in x_grid])
assert abs(slopes.min() / mobility + 1/8) < 1e-3
assert abs(x_grid[slopes.argmin()] - np.sqrt(3)) < 0.04

# Elastic reversal of k: numerical peak against the two-rate result.
elastic_ratio = tau / tau_elastic
elastic_x, elastic_v = numerical_peak(cosine_band, kT, elastic_ratio)
elastic_root = np.sqrt(1 + elastic_ratio)
assert abs(elastic_x / elastic_root - 1) < 1e-3
assert abs(elastic_v / peak_velocity * elastic_root - 1) < 1e-3

# Actual plane-wave band instead of its cosine approximation.
real_x, real_v = numerical_peak(real_band, kT)


def interband_weight(bloch_energy, steps=3000):
    """Largest and final weight outside the lowest band in a Bloch period."""
    phases = 2 * np.pi * (np.arange(steps) + 0.5) / steps
    energies, vectors = np.linalg.eigh(hamiltonian(phases))
    state = np.linalg.eigh(hamiltonian(0.0))[1][0, :, 0].astype(complex)
    phase_step = 2 * np.pi / (bloch_energy * steps)
    outside = np.empty(steps)
    for j in range(steps):
        amplitudes = vectors[j].T @ state
        outside[j] = 1 - abs(amplitudes[0])**2
        state = vectors[j] @ (np.exp(-1j * energies[j] * phase_step)
                              * amplitudes)
    assert abs(np.vdot(state, state) - 1) < 1e-9
    return outside.max(), outside[-1]


bloch_energy = peak_field * period
largest_outside, final_outside = interband_weight(bloch_energy)
strong_factor = 40
strong_outside = interband_weight(strong_factor * bloch_energy)[1]
assert largest_outside < 0.01
assert strong_outside > 0.02

# Thermal occupation of higher bands and Fermi-Dirac correction.
occupation = np.exp(-(bands - bands.min()) / kT).sum(axis=0)
upper_share = occupation[1:].sum() / occupation.sum()
density = density_cm3 * 1e-21
sheet_scale = kT / (2 * np.pi * kinetic * period)


def parallel_occupation(chemical_potential):
    return np.logaddexp(0, (chemical_potential - cosine_band) / kT)


chemical_potential = brentq(
    lambda mu: sheet_scale * parallel_occupation(mu).mean() - density,
    -1.0, 1.0)
fermi_weight = parallel_occupation(chemical_potential)
fermi_factor = fermi_weight @ np.cos(theta_ring) / fermi_weight.sum()

# Space-charge growth at the most negative slope, transit, and heat.
mobility_cm = mobility * 0.01
density_si = density_cm3 * 1e6
growth_ps = (relative_permittivity * const.epsilon_0
             / (const.e * density_si * mobility_cm * 1e-4 / 8)) * 1e12
transit_ps = length_um * 1e3 / drift_formula(np.sqrt(3), factor)
heat_w_cm3 = (const.e * density_cm3 * peak_velocity * 1e5
              * peak_field * 1e7)
heat_flux = heat_w_cm3 * length_um * 1e-4
energy_gain = width * factor / 4

print(f"Well width: {well:.1f} nm; barrier width: {barrier:.1f} nm")
print(f"Period d: {period:.1f} nm")
print(f"Barrier height: {height:.2f} eV; mass: {mass_ratio:.3f} m_e")
print(f"Relaxation time tau: {tau:.2f} ps")
print(f"Temperatures: {temperature:.0f} K and {cold_temperature:.0f} K")
print(f"Miniband width Delta: {width*1e3:.2f} meV")
print(f"Gap to second miniband: {gap*1e3:.1f} meV")
print(f"Thermal energy at 300 K: {kT*1e3:.2f} meV")
print(f"Thermal factor C at 300 K: {factor:.4f}")
print(f"Thermal factor C at 77 K: {factor_cold:.4f}")
print(f"Velocity scale Delta d/(2 hbar): {velocity_scale*1e5:.3e} cm/s")
print(f"Bloch energy e F d at peak: {bloch_energy*1e3:.3f} meV")
print(f"Peak field: {peak_field*1e4:.3f} kV/cm")
print(f"Bloch angular frequency at peak: {1/tau:.2f} rad/ps")
print(f"Bloch cyclic frequency at peak: {1/(2*np.pi*tau):.3f} THz")
print(f"Peak omega tau, Boltzmann solution: {peak_x:.5f}")
print(f"Peak velocity, Boltzmann solution: {peak_v*1e5:.4e} cm/s")
print(f"Peak velocity, formula, 300 K: {peak_velocity*1e5:.4e} cm/s")
print(f"Peak velocity, formula, 77 K: "
      f"{drift_formula(1.0, factor_cold)*1e5:.4e} cm/s")
print(f"Peak velocity, cold restart C=1: "
      f"{drift_formula(1.0, 1.0)*1e5:.4e} cm/s")
print(f"Low-field mobility, 300 K: {mobility_cm:.0f} cm2/Vs")
for x in (0.25, 0.5, 1.0, 2.0, 4.0):
    print(f"omega tau {x:.2f}: field {x*peak_field*1e4:.3f} kV/cm, "
          f"velocity {drift_formula(x, factor)*1e5:.3e} cm/s")
print(f"Mean miniband energy gain at peak: {energy_gain*1e3:.2f} meV")
print(f"Bloch oscillation full extent at peak: {width/peak_field:.1f} nm")
print(f"Delta divided by hbar/tau: {width*tau/hbar:.2f}")
print(f"Actual band, peak omega tau: {real_x:.4f}")
print(f"Actual band, peak velocity: {real_v*1e5:.4e} cm/s")
print(f"Actual/cosine peak velocity change: "
      f"{100*(real_v/peak_velocity-1):.2f} %")
print(f"Assumed elastic time: {tau_elastic:.2f} ps")
print(f"With elastic reversal, peak omega tau: {elastic_x:.4f}")
print(f"With elastic reversal, peak field: "
      f"{elastic_x*peak_field*1e4:.3f} kV/cm")
print(f"With elastic reversal, peak velocity: {elastic_v*1e5:.4e} cm/s")
print(f"Largest interband weight in one period: {largest_outside:.2e}")
print(f"Final interband weight after one period: {final_outside:.2e}")
print(f"Final interband weight at {strong_factor} times the field: "
      f"{strong_outside:.3f}")
print(f"Thermal share in higher minibands: {100*upper_share:.3f} %")
print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Degeneracy change of C: {100*(fermi_factor/factor-1):.3f} %")
print(f"Relative permittivity: {relative_permittivity:.1f}")
print(f"Most negative slope / low-field mobility: "
      f"{slopes.min()/mobility:.4f}")
print(f"Space-charge growth time at that slope: {growth_ps:.2f} ps")
print(f"Transit time over {length_um:.1f} um there: {transit_ps:.1f} ps")
print(f"Joule heat at peak: {heat_w_cm3:.2e} W/cm3")
print(f"Heat flux from {length_um:.1f} um layer: {heat_flux:.2e} W/cm2")
print("all assertions hold")
```

Output:

```
Well width: 4.0 nm; barrier width: 3.0 nm
Period d: 7.0 nm
Barrier height: 0.25 eV; mass: 0.067 m_e
Relaxation time tau: 0.20 ps
Temperatures: 300 K and 77 K
Miniband width Delta: 57.40 meV
Gap to second miniband: 148.0 meV
Thermal energy at 300 K: 25.85 meV
Thermal factor C at 300 K: 0.4841
Thermal factor C at 77 K: 0.8750
Velocity scale Delta d/(2 hbar): 3.052e+07 cm/s
Bloch energy e F d at peak: 3.291 meV
Peak field: 4.702 kV/cm
Bloch angular frequency at peak: 5.00 rad/ps
Bloch cyclic frequency at peak: 0.796 THz
Peak omega tau, Boltzmann solution: 1.00005
Peak velocity, Boltzmann solution: 7.3876e+06 cm/s
Peak velocity, formula, 300 K: 7.3880e+06 cm/s
Peak velocity, formula, 77 K: 1.3354e+07 cm/s
Peak velocity, cold restart C=1: 1.5262e+07 cm/s
Low-field mobility, 300 K: 3143 cm2/Vs
omega tau 0.25: field 1.175 kV/cm, velocity 3.477e+06 cm/s
omega tau 0.50: field 2.351 kV/cm, velocity 5.910e+06 cm/s
omega tau 1.00: field 4.702 kV/cm, velocity 7.388e+06 cm/s
omega tau 2.00: field 9.403 kV/cm, velocity 5.910e+06 cm/s
omega tau 4.00: field 18.806 kV/cm, velocity 3.477e+06 cm/s
Mean miniband energy gain at peak: 6.95 meV
Bloch oscillation full extent at peak: 122.1 nm
Delta divided by hbar/tau: 17.44
Actual band, peak omega tau: 1.0164
Actual band, peak velocity: 6.5633e+06 cm/s
Actual/cosine peak velocity change: -11.16 %
Assumed elastic time: 0.10 ps
With elastic reversal, peak omega tau: 1.7321
With elastic reversal, peak field: 8.144 kV/cm
With elastic reversal, peak velocity: 4.2652e+06 cm/s
Largest interband weight in one period: 1.34e-04
Final interband weight after one period: 8.68e-07
Final interband weight at 40 times the field: 0.182
Thermal share in higher minibands: 0.016 %
Electron density: 1.0e+16 cm^-3
Degeneracy change of C: -0.370 %
Relative permittivity: 13.0
Most negative slope / low-field mobility: -0.1250
Space-charge growth time at that slope: 1.83 ps
Transit time over 1.0 um there: 15.6 ps
Joule heat at peak: 5.57e+07 W/cm3
Heat flux from 1.0 um layer: 5.57e+03 W/cm2
all assertions hold
```
